Setting the Doping Profile and Depletion Width at a Metal-Semiconductor Contact

Suppose that an n-type silicon layer has 1×10¹⁷ donors/cm³ at its metal contact, falling by a factor e every 200 nm. If the surface value is entered as a uniform doping, a band bending of 2.65 V gives a depletion width of 185 nm. The profile itself gives 292 nm. Since the depletion capacitance varies as 1/width, the uniform setting overestimates it by 58%, and a semiconductor region sized to the smaller width cuts through the space charge.

The setting treated here is the doping profile of the continuum space-charge region attached to an atomistic contact calculation. An atomistic slab a few nanometres thick cannot contain such a layer. The continuum part needs a table of doping against depth, a table length and spacing, and a value for the bending.

**What the setting solves**

Place the metal-semiconductor interface at x = 0, with the semiconductor at x > 0. Let N(x) > 0 be the ionized net donor density, ε the permittivity and q the positive elementary charge. The depletion approximation takes the charge density to be qN for 0 < x < W, and sets the field to zero at and beyond W. The contact is planar and ε is constant.

For electrostatic potential φ, Poisson's equation is

φ″(x) = −qN(x)/ε.

Integration from x to W, with φ′(W) = 0, gives

φ′(x) = (q/ε) ∫ₓᵂ N(y) dy.

The potential rises into the semiconductor, so the electron energy −qφ falls away from the metal. Define the bending as V = φ(W) − φ(0), a positive voltage. A second integration gives

V = (q/ε) ∫₀ᵂ dx ∫ₓᵂ N(y) dy.

The integration region is 0 < x < y < W. If y is held fixed, x runs from 0 to y and contributes a factor y. Therefore

V = (q/ε) M(W),  M(W) = ∫₀ᵂ x N(x) dx.

A donor near the edge contributes more to the bending than one near the metal, because its field lines cross a longer distance. This is why the surface doping alone cannot set the width.

The derivative M′(W) = W N(W) is positive for W > 0. The relation therefore has one root if V lies between zero and the value at the end of the table. If V is larger, the table must be extended with real doping data. If net doping changes sign, there is a junction and this uniqueness argument no longer applies.

**Which bending to enter**

The required V is the drop between the interface and the depletion edge. It is smaller than barrier plus reverse bias, because the conduction band at the edge still lies above the electron Fermi level.

Let Φ_B be the barrier in volts, V_R the reverse bias, N_c the conduction-band effective density and V_t = kT/q. Assume nondegenerate electrons, and take their Fermi level in the neutral semiconductor as the reference. The electron quasi-Fermi level must stay flat near W, but it need not do so near the metal. The band edge at the interface then lies q(Φ_B + V_R) above that level. At W, the neutral density N(W) places it kT ln[N_c/N(W)] above the same level. Subtraction gives

V = Φ_B + V_R − V_t ln[N_c/N(W)].

If the barrier is the input, V depends on the unknown W. Solve the combined equation

(q/ε)M(W) + V_t ln[N_c/N(W)] = Φ_B + V_R.

The derivative of its left side is qWN(W)/ε − V_tN′(W)/N(W). This is positive for doping that falls with depth. For rising doping, the first term must exceed the second over the search range if uniqueness is to follow from this argument.

**From a table to a width**

Join neighbouring doping values by straight lines. Let a cell run from x_a to x_b, with h = x_b − x_a and doping values N_a and N_b. With u running from 0 to 1,

x = (1−u)x_a + u x_b,  N = (1−u)N_a + u N_b.

The integrals of (1−u)² and u² are 1/3, and that of u(1−u) is 1/6. Multiplying x by N and integrating therefore gives the cell's moment:

ΔM = h[x_aN_a/3 + (x_aN_b + x_bN_a)/6 + x_bN_b/3]
 = h[x_a(2N_a + N_b) + x_b(N_a + 2N_b)]/6.

Add these moments from the interface until the next cell would pass the target εV/q. Let r be the target minus the moment already accumulated, s = (N_b − N_a)/h and t = W − x_a. The remaining moment is

r = ∫₀ᵗ (x_a+z)(N_a+sz) dz
 = x_aN_at + (N_a+sx_a)t²/2 + st³/3.

Call the last expression minus r the residual g(t). Its derivative is g′(t) = (x_a+t)(N_a+st), and a Newton step is t_new = t − g/g′. Start at the middle of the cell, where the derivative is nonzero even in the first cell. Keep a bracket: a negative residual raises its lower end and a positive one lowers its upper end. Replace a step that leaves the bracket by the bracket's midpoint. Plain bisection is a slower fallback. For V = 0, the answer is W = 0.

This construction introduces no interpolation error if N is linear between nodes. A test used N = 2×10¹⁶ + 1×10¹⁴x cm⁻³, with x in nm, at the uneven nodes 0, 7, 31, 80, 133, 210, 340 and 500 nm. At 2.65 V, both the table and the roots of the moment polynomial give 294.138 nm.

**A worked inversion**

The example has relative permittivity 11.7, temperature 300 K, V = 2.65 V and the exponential doping described at the start. The table extends to 800 nm in steps of 20 nm. With x in nm and N in cm⁻³, q/ε becomes 1.546592×10⁻²¹ V/(cm⁻³ nm²).

The accumulated bending is 2.527180 V at 280 nm and 2.737737 V at 300 nm, so the edge lies in this cell. The remainder is

2.650000 − 2.527180 = 0.122820 V.

The end values of N are 2.46597×10¹⁶ and 2.23130×10¹⁶ cm⁻³, which give s = −1.17335×10¹⁴ cm⁻³/nm. At t = 11.58986 nm, the three polynomial terms are

8.00247×10¹⁹ − 0.05503×10¹⁹ − 0.00609×10¹⁹ = 7.94135×10¹⁹ cm⁻³ nm².

Multiplication by q/ε returns 0.12282 V. The width is 280 + 11.59 = 291.59 nm, or 0.292 μm.

**An analytic reference and its limits**

For N = N₀ exp(−x/L), define w = W/L and m = εV/(qN₀L²). Substituting y = x/L in the moment gives

m = ∫₀ʷ y exp(−y) dy = 1 − (1+w)exp(−w).

To invert this, set z = −(1+w). Then

z exp(z) = −(1+w)exp(−w)/e = −(1−m)/e.

The inverse of z exp(z) is the Lambert function. Since w ≥ 0 requires z ≤ −1, its lower branch, written Λ₋₁ here, is the correct one:

W = L{−1 − Λ₋₁[−(1−m)/e]},  0 ≤ m < 1.

In the example m = 0.428361 and w = 1.459004, so W = 291.80 nm. The table result is 0.21 nm lower. Integrating Poisson's equation directly from this analytic edge returns the prescribed 2.65 V, which tests the moment relation separately from the table.

For small w, expansion gives m = w²/2 − w³/3 + …. The first term yields W ≈ √[2εV/(qN₀)], the uniform-doping formula. To find its first correction, put w = √(2m) + cm. Terms of order m√m cancel if c = 2/3, so w ≈ √(2m) + 2m/3. Falling doping makes the layer wider than the uniform formula predicts.

At the other limit, w grows without bound as m approaches 1. An infinite exponential layer can therefore support less than qN₀L²/ε = 6.19 V in the depletion approximation. The 800 nm table ends earlier, at 5.62 V. A target between these values has an analytic width, but that width lies outside the table.

**Choosing the spacing**

Let δN be a small error in the doping and δW the resulting width error at fixed V. The total moment must stay fixed. To first order,

∫₀ᵂ x δN dx + W N(W) δW = 0,

and hence

δW = −[∫₀ᵂ x δN dx]/[W N(W)].

For smooth N, the straight line across a cell differs from N by approximately N″t(h−t)/2. It lies above a convex curve, which fixes the positive sign. The average of t(h−t)/2 over the cell is h²/12. With uniform spacing, integration by parts gives

∫₀ᵂ x δN dx ≈ (h²/12)∫₀ᵂ xN″ dx
 = (h²/12)[WN′(W) − N(W) + N(0)].

The leading width error is therefore

W_h − W ≈ −(h²/12)[WN′(W) − N(W) + N(0)]/[WN(W)].

The final partial cell adds a term of order h³, which is omitted. For the exponential profile, N′ = −N/L reduces the bracket to N₀m, so the table width is too small. The predicted errors for spacings of 40, 20, 10 and 5 nm are −0.842, −0.210, −0.053 and −0.013 nm. The computed errors are −0.829, −0.211, −0.052 and −0.013 nm.

The sign depends on the profile. For the buried peak

N = 3×10¹⁶ + 8×10¹⁶ exp{−[(x−150)/80]²} cm⁻³,

with x in nm, V = 2.65 V and h = 5 nm, the table width is 0.026 nm too large, as the formula predicts. Here the moment-weighted curvature is negative.

For an allowed width error τ, the leading-order choice is

h ≤ √{12τWN(W)/|WN′(W) − N(W) + N(0)|}.

This applies when h is small compared with the distances over which N changes. If the denominator nearly vanishes, the omitted terms matter and a comparison of two spacings is safer. For the example, τ = 0.5 nm gives h ≈ 31 nm. Apply the formula over the whole range of bending required. For the exponential profile the leading-order error grows with V: at 4.65 V, the same 20 nm table gives 539.66 nm against the analytic 540.35 nm, an error more than three times that at 2.65 V.

**How accurate the inputs must be**

Differentiating V = (q/ε)M(W) gives

dW/dV = ε/[qWN(W)].

This is 95 nm/V in the example, so a bending error of 0.01 V moves the edge by about 1 nm. The donor charge per area is q∫₀ᵂN dx. Its derivative with respect to V is qN(W)dW/dV, which gives the capacitance per area

C = ε/W.

The result, 35.5 nF/cm², describes a slow, small change in the bending V to which the depletion edge responds while the ionized donor density N(x) stays fixed. A change in reverse bias at fixed barrier is not quite the same, because N(W) changes as the edge moves. For the exponential profile dV/dV_R = 1/[1 + (V_t/L)dW/dV], which lowers the sharp-edge value by about 1%, to 35.1 nF/cm².

If all doping values rise by 1% at fixed V, the width falls by 2.5 nm. This is about twelve times the interpolation error at 20 nm spacing. A finer table would not repair a calibration error of that size.

**Joining the layer to an atomistic slab**

Let F be the magnitude of the field at the interface, F = φ′(0). In the example it is 0.238 MV/cm, or 0.0238 V/nm. If a slab of thickness d has the same permittivity and doping as the continuum, integrating φ′(x) = F − (q/ε)∫₀ˣN dy from 0 to d gives its share of the bending:

V_slab = Fd − (q/ε)∫₀ᵈ(d−x)N(x) dx.

For d = 5 nm, the first term is 0.119 V. The second is about 0.002 V if N is held at its surface value over this short distance. The slab therefore carries about 0.117 V, and the continuum beyond it carries the rest of the 2.65 V. Treating the slab as field-free misplaces its far-side levels by about 0.12 eV relative to those at the interface. Entering the full bending again beyond the slab would count this part twice.

**When the sharp edge is too simple**

Electrons do not disappear abruptly at W. To include them, let n be their density and replace N by N − n in Poisson's equation. Measure φ from the potential at which n = N(W), which the sharp-edge model assigns to the point W. With a flat quasi-Fermi level, Boltzmann statistics then give n = N(W)exp(φ/V_t). Under reverse bias the level rises near the metal, but in this example the electrons there are too few to affect the space charge. Setting n = N gives the neutral potential

φ_n = V_t ln[N(x)/N(W)] = V_t(w−y),  y = x/L.

It is linear for exponential doping, so its second derivative vanishes. Define v = (φ−φ_n)/V_t. Then n = N exp(v), and

d²v/dy² = −κ exp(−y)[1−exp(v)],  κ = qN₀L²/(εV_t).

At the metal φ = −V, so v(0) = −V/V_t − w. The numerical solution sets v = 0 at 800 nm. A charge-equivalent width W_Q is then defined by requiring the donors between 0 and W_Q to match the full space charge.

The solution gives W_Q = 292.8 nm, 1.0 nm or 0.34% above the analytic depletion width. Yet n/N is already 0.52 at W. The Debye length there, √[εV_t/(qN(W))], is 27 nm. The edge is gradual, although its effect on the total charge is small.

Two contributions of opposite sign partly cancel in this example. Multiplying the equation for v by y and integrating to a neutral far end shows that the full first moment corresponds to V + V_tw: the neutral potential itself varies between the metal and W. The electron tail acts the other way. For locally uniform doping and Debye length ℓ, v″ = −[1−exp(v)]/ℓ², with derivatives now taken in x. Multiplication by v′ and integration from the neutral side gives

(v′)²/2 = [exp(v)−v−1]/ℓ².

At the metal, where v = −b and exp(−b) is negligible, v′(0)² = 2(b−1)/ℓ². The equivalent width is the integral of 1−exp(v), which equals ℓ²v′(0). Thus W_Q² = 2ℓ²(b−1), so the tail reduces the effective bending by V_t.

Together the changes amount to V_t(w−1) = 0.012 V. Multiplication by 95 nm/V predicts a shift of 1.1 nm, close to the computed 1.0 nm. This estimate requires N to change little over ℓ; here ℓ/L is 0.13.

If mobile electrons are included, the region must extend several Debye lengths beyond W. If V is only a few V_t, as can happen under forward bias or with a low barrier, the sharp-edge setting is unsuitable.

**The example beside a real contact**

The parameters resemble a platinum-silicide contact on n-type silicon, whose barrier is roughly 0.85 eV. With 2 V reverse bias and a rough N_c of 2.8×10¹⁹ cm⁻³, the chosen bending implies 0.83 eV. The doping is at the high end for a rectifying contact. Real silicide formation consumes silicon, so x = 0 must be the final interface, not the original wafer surface. Silicide growth can also redistribute dopants. If it does not, removing a depth a from this profile multiplies the remaining doping by exp(−a/L). For a = 2 nm, the doping falls by 1% and W grows by about 2.5 nm at fixed V; for 20 nm, the first-order change is about 25 nm.

Other effects mainly concern current. An electron at distance x from the metal has image energy −q²/(16πεx). Adding −qFx and maximizing over x gives a barrier lowering of q√[qF/(4πε)], here 0.054 eV. The maximum lies about 1 nm from the metal, so this hardly alters a 292 nm layer.

Tunnelling also helps electrons cross. At energy D below the top of a triangular barrier, the semiclassical transmission is exp(−cD^(3/2)), with c = 4√(2m*)/(3ħqF) and m* the tunnelling mass. The Boltzmann gain is exp(D/kT). Their product is largest at √D = 2/(3ckT), where its exponent is

4/[27c²(kT)³] = (ħqF)²/[24m*(kT)³].

With the light silicon mass of 0.19 electron masses, this is 0.55. It describes only the most favourable energy, as does the equivalent lowering of 0.014 eV in the numerical output. The current sums the product over all energies. With this semiclassical transmission, taken as 1 at and above the top, the triangular barrier passes about eight times the current over the top alone, equivalent to a lowering of about 0.05 eV. The factor is a rough one, because reflection at the metal interface is ignored. Image-force rounding reduces the factor to about three, measured from the lowered top, so the two effects together amount to about 0.08 eV rather than the sum of the two lowerings. Heavier directions give less.

A rough electron ionization coefficient, close to 7×10⁵ exp(−1.2/F) cm⁻¹ with F the local field in MV/cm, integrates to about 0.01 across the layer. For electrons entering from the metal this is an overestimate: the field is strongest there, but they must first gain at least about the gap energy, which takes over 50 nm even without scattering. The planar layer is far from avalanche, but field crowding at a contact edge can invalidate this conclusion. Surface doping is 0.4% of N_c, and the estimated surface hole density is 0.4% of the doping, so degeneracy and holes are small corrections here. The mean dopant spacing at W is 35 nm: the calculated width is a lateral average, and its nanometre digits do not locate the edge above each point of the contact. The numerical output gives the remaining values.

Numbers as computed

```
Relative permittivity: 11.7; temperature: 300 K
Surface doping: 1.00e+17 cm^-3; decay length: 200 nm
Table end: 800 nm; spacing: 20 nm; nodes: 41
Bending V: 2.650 V; thermal voltage: 0.02585 V
Moment-to-voltage factor q/eps: 1.546592e-21 V/(cm^-3 nm^2)
Target moment: 1.713445e+21 cm^-3 nm^2
Node 14: x=280 nm, N=2.46597e+16 cm^-3, accumulated V=2.527180 V
Node 15: x=300 nm, N=2.23130e+16 cm^-3, accumulated V=2.737737 V
Remainder: 0.122820 V; offset t: 11.58986 nm
Table width: 291.58986 nm = 0.291590 um
Analytic m: 0.428361; w: 1.459004
Analytic width: 291.80089 nm
Bending from direct Poisson integration: 2.65000000 V
Uniform-surface-doping width: 185.119 nm
Table bending limit: 5.6245 V
Infinite exponential bending limit: 6.1864 V
h=40 nm: W=290.97199, error=-0.82890, predicted=-0.84198 nm
h=20 nm: W=291.58986, error=-0.21103, predicted=-0.21049 nm
h=10 nm: W=291.74846, error=-0.05243, predicted=-0.05262 nm
h=5 nm: W=291.78775, error=-0.01314, predicted=-0.01316 nm
V=0.65 V: table W=109.530, analytic W=109.585 nm
V=1.65 V: table W=201.225, analytic W=201.345 nm
V=2.65 V: table W=291.590, analytic W=291.801 nm
V=4.65 V: table W=539.655, analytic W=540.345 nm
Buried peak, h=5 nm: table W=194.44535, quadrature W=194.41933 nm
Buried peak error: 0.026022 nm; predicted: 0.025954 nm
Linear profile: table W=294.1384687, polynomial W=294.1384687 nm
dW/dV: 95.170 nm/V; capacitance: 35.527 nF/cm^2
Width change for +1% doping: -2.4921 nm; first order: -2.5220 nm
Depletion-model surface field: 0.23753 MV/cm
Full-electron-model surface field: 0.23648 MV/cm
Full-model charge-equivalent width: 292.8037 nm; shift: 1.0029 nm
Debye length at W: 26.815 nm; n/N at W: 0.5165
Implied barrier at 2.0 V reverse bias: 0.8334 eV
Image-force lowering: 0.0541 eV
Light tunnelling mass: 0.19 electron masses
Tunnelling exponent: 0.5457; equivalent lowering: 0.0141 eV
Rough ionization inputs: 7.03e+05 cm^-1, 1.231 MV/cm
Electron ionization integral: 0.00962
Rough Nc, Nv: 2.8e+19, 2.7e+19 cm^-3; gap: 1.12 eV
Surface doping/Nc: 0.00357
Surface hole density/doping: 0.00414
Mean dopant spacing at W: 35.04 nm
```
